# Transition Pressure Between Diamond and Beta-Tin Phases from Murnaghan Energy Curves

## Question

A model solid has two competing crystal structures, each described by its own energy curve: phase A is the more open structure, phase B the denser one. Let \(E_i(V)\) be the energy per atom of phase \(i\) at volume \(V\) per atom, already minimized over the cell shape and atomic positions at fixed \(V\), so that the stress is hydrostatic. The temperature is zero and the zero-point motion of the nuclei is neglected.

Each phase obeys the Murnaghan equation of state: its bulk modulus is linear in pressure,

\[
-V\frac{dP}{dV}=B_0+B'P ,\qquad P=-\frac{dE}{dV},
\]

with \(P=0\) and \(E=E_0\) at \(V=V_0\), and with \(B'>1\). The parameters are round model values, neither measured nor computed for any real material:

| Phase | \(E_0\) (eV) | \(V_0\) (Å³) | \(B_0\) (GPa) | \(B'\) |
|---|---|---|---|---|
| A | 0 | 20 | 100 | 4 |
| B | 0.30 | 15 | 120 | 4 |

Pressures are converted with \(1\ \text{eV/Å}^3=160.2177\) GPa. The parts below are answered in turn.

## (a) The energy curve

**Find \(P(V)\), \(V(P)\) and \(E(V)\), and show that \(E(V)\) is convex.**

**Answer.** Separate the variables and integrate from the state \((V_0,0)\), on the branch where \(B_0+B'P>0\):

\[
\int_0^P\frac{dp}{B_0+B'p}=-\int_{V_0}^{V}\frac{dv}{v}
\quad\Rightarrow\quad
\frac{1}{B'}\ln\!\left(1+\frac{B'P}{B_0}\right)=\ln\frac{V_0}{V}.
\]

Multiplying by \(B'\) and exponentiating gives

\[
P(V)=\frac{B_0}{B'}\left[\left(\frac{V_0}{V}\right)^{B'}-1\right],
\qquad
V(P)=V_0\left(1+\frac{B'P}{B_0}\right)^{-1/B'} .
\]

The energy follows from \(dE=-P\,dV\):

\[
E(V)=E_0-\frac{B_0}{B'}\int_{V_0}^{V}\left(V_0^{B'}v^{-B'}-1\right)dv
=E_0-\frac{B_0}{B'}\left[\frac{V_0^{B'}v^{1-B'}}{1-B'}-v\right]_{V_0}^{V}.
\]

Since \(-1/(1-B')=1/(B'-1)\), inserting the limits gives

\[
E(V)=E_0+\frac{B_0}{B'}\left[\frac{V}{B'-1}\left(\frac{V_0}{V}\right)^{B'}+V-\frac{V_0}{B'-1}-V_0\right].
\]

The last two terms combine to \(-V_0B'/(B'-1)\). Hence

\[
E(V)=E_0+\frac{B_0V}{B'}\left[\frac{(V_0/V)^{B'}}{B'-1}+1\right]-\frac{B_0V_0}{B'-1}.
\]

For the curvature, use \(E''=-dP/dV=(B_0+B'P)/V\) and \(B_0+B'P=B_0(V_0/V)^{B'}\):

\[
E''(V)=\frac{B_0}{V}\left(\frac{V_0}{V}\right)^{B'}>0 .
\]

Each curve is therefore strictly convex at every positive volume.

## (b) The enthalpy

**The enthalpy is \(H(P)=\min_V[E(V)+PV]\). Find it in closed form for \(P\ge 0\).**

**Answer.** The function \(E(V)+PV\) has the same second derivative as \(E\), so it is strictly convex. Its stationary point, where \(E'(V)=-P\), is its unique minimum. That point is the volume \(V(P)\) of part (a). Differentiating along it,

\[
\frac{dH}{dP}=\bigl[E'(V)+P\bigr]\frac{dV}{dP}+V=V(P),
\]

because the bracket vanishes. With \(H(0)=E_0\),

\[
H(P)=E_0+V_0\int_0^P\left(1+\frac{B'p}{B_0}\right)^{-1/B'}dp .
\]

The integral brings a factor \(B_0/B'\) from the inner derivative and a factor \(1/(1-1/B')=B'/(B'-1)\) from the power. Their product is \(B_0/(B'-1)\), so

\[
H(P)=E_0+\frac{B_0V_0}{B'-1}\left[\left(1+\frac{B'P}{B_0}\right)^{1-1/B'}-1\right].
\]

## (c) The common tangent

**Show that a common tangent to the two energy curves is equivalent to equality of the enthalpies. State what the tangent means physically, and use it to find the transition pressure \(P_t\).**

**Answer.** Let a line touch curve A at \(V_A\) and curve B at \(V_B\), with \(V_A\ne V_B\). Call its slope \(-P_t\). Both curves have this slope at their contact points, and the chord between the points has it too:

\[
E_A'(V_A)=E_B'(V_B)=\frac{E_A(V_A)-E_B(V_B)}{V_A-V_B}=-P_t .
\]

Multiplying the last equality by \(V_A-V_B\) and collecting the terms of each phase gives

\[
E_A(V_A)+P_tV_A=E_B(V_B)+P_tV_B .
\]

The slope conditions say that \(V_A\) and \(V_B\) minimize \(E_i+P_tV\), so the two sides are \(H_A(P_t)\) and \(H_B(P_t)\). Conversely, if the enthalpies are equal at \(P_t\), their minimizing volumes satisfy the slope conditions. If these volumes differ, dividing by \(V_A-V_B\) restores the chord condition.

Write \(H_t\) for the common enthalpy. The definition of \(H_i\) as a minimum gives, for every \(V\),

\[
E_i(V)\ge H_t-P_tV ,
\]

with equality only at \(V=V_i\), by strict convexity. The right-hand side is the tangent line, which therefore lies below both curves except at the contacts. A mixture with a fraction \(x\) of its atoms in phase B has volume \(xV_B+(1-x)V_A\) and energy \(xE_B(V_B)+(1-x)E_A(V_A)\), if the energy of the interfaces is neglected. This is a point on the line. Between \(V_B\) and \(V_A\) the mixture thus has a lower energy than either single phase at the same volume, and both of its components are at the pressure \(P_t\).

The conditions are two equations for two unknown volumes:

\[
P_A(V_A)=P_B(V_B),\qquad
E_A(V_A)-E_B(V_B)+P_A(V_A)\,(V_A-V_B)=0 .
\]

A numerical solution gives

\[
V_A=18.3515\ \text{Å}^3,\qquad V_B=13.9359\ \text{Å}^3,
\]

with energies 0.04904 eV and 0.33201 eV. The digits are kept so that the solution can be checked. The pressures at the contacts are

\[
P_A=\frac{100}{4}\left[\left(\frac{20}{18.3515}\right)^4-1\right]\text{GPa}=10.27\ \text{GPa},
\]

\[
P_B=\frac{120}{4}\left[\left(\frac{15}{13.9359}\right)^4-1\right]\text{GPa}=10.27\ \text{GPa},
\]

and the chord gives

\[
-\frac{0.04904-0.33201}{18.3515-13.9359}\ \text{eV/Å}^3=0.0641\ \text{eV/Å}^3 .
\]

All three agree: \(P_t=10.27\) GPa, or \(0.0641\ \text{eV/Å}^3\). This is the answer for the model parameters, not a prediction for a real material.

## (d) The enthalpy crossing

**Find \(P_t\) again from the enthalpies. Show that the crossing is unique for \(P\ge0\), and explain why it lies above the estimate \((E_{0,B}-E_{0,A})/(V_{0,A}-V_{0,B})\).**

**Answer.** Define \(\Delta H=H_B-H_A\) and \(\Delta V=V_A-V_B\), both at equal pressure. The opposite orders are deliberate: they make \(\Delta V\) positive here. From \(dH_i/dP=V_i\),

\[
\frac{d\,\Delta H}{dP}=V_B-V_A=-\Delta V .
\]

*Uniqueness.* Because \(B'\) is the same for both phases,

\[
\frac{V_A}{V_B}=\frac{V_{0,A}}{V_{0,B}}
\left[\frac{B_{0,A}}{B_{0,B}}\;\frac{B_{0,B}+B'P}{B_{0,A}+B'P}\right]^{1/B'} .
\]

The second fraction in the bracket exceeds 1, since \(B_{0,B}>B_{0,A}\). Therefore

\[
\frac{V_A}{V_B}>\frac{20}{15}\left(\frac{100}{120}\right)^{1/4}=1.2739 ,
\]

where the number is rounded down. So \(\Delta V>0\), and \(\Delta H\) falls steadily from its initial value of 0.30 eV. It falls without limit: \(\Delta V\) exceeds a fixed positive multiple of \(V_B\), and \(\int_0^P V_B\,dp=H_B(P)-E_{0,B}\) grows without limit because \(1-1/B'>0\). There is exactly one zero at \(P\ge0\) within the model. With unequal \(B'\) this bound does not apply, and the sign of \(\Delta V\) has to be examined separately.

*Bracketing the zero.* The prefactors \(B_0V_0/(B'-1)\) are 4.16101 eV for A and 3.74491 eV for B. At 10 GPa, for example,

\[
H_A=4.16101\left[1.4^{3/4}-1\right]\text{eV}=1.1944\ \text{eV},
\]

\[
H_B=0.30\ \text{eV}+3.74491\left[\left(\tfrac43\right)^{3/4}-1\right]\text{eV}=1.2018\ \text{eV}.
\]

The same formula at other pressures gives

| \(P\) (GPa) | \(\Delta H\) (eV) |
|---|---|
| 0 | +0.3000 |
| 5 | +0.1493 |
| 10 | +0.0074 |
| 15 | −0.1276 |

Phase A has the lower enthalpy up to the crossing and phase B beyond it. The crossing lies between 10 and 15 GPa.

*Refining it.* Newton's rule for the zero of \(\Delta H\), with slope \(-\Delta V\), is

\[
P_{n+1}=P_n-\frac{\Delta H(P_n)}{-\Delta V(P_n)}=P_n+\frac{\Delta H(P_n)}{\Delta V(P_n)} .
\]

Starting from \(P_0=0\), the first step is the estimate named in the question:

\[
P_1=\frac{0.30\ \text{eV}}{(20-15)\ \text{Å}^3}=0.0600\ \text{eV/Å}^3=9.61\ \text{GPa}.
\]

The next iterates are 10.265 GPa and 10.267 GPa. The crossing is at 10.27 GPa, in agreement with the tangent.

*Why the estimate is low.* Let \(B_i=B_{0,i}+B'_iP\) be the bulk modulus at pressure \(P\). Its definition gives \(dV_i/dP=-V_i/B_i\), and hence

\[
\frac{d\,\Delta V}{dP}=-\left(\frac{V_A}{B_A}-\frac{V_B}{B_B}\right).
\]

Here \(V_A>V_B\) and \(B_A<B_B\), so the bracket is positive. Phase A loses more volume than phase B, and \(\Delta V\) shrinks with pressure. Integrating \(d\,\Delta H/dP=-\Delta V\) from 0 to \(P_t\), where \(\Delta H=0\), gives

\[
E_{0,B}-E_{0,A}=\int_0^{P_t}\Delta V\,dP=P_t\,\overline{\Delta V},
\]

where \(\overline{\Delta V}\) is the mean over this pressure interval. It is 4.68 Å³, compared with 5 Å³ at zero pressure and 4.42 Å³ at \(P_t\). Dividing 0.30 eV by this smaller mean gives the larger pressure, \(0.0641\ \text{eV/Å}^3\).

## (e) Sensitivity to the energy difference

**The energy of phase B is changed by \(\delta=\pm10\) meV per atom at every volume. Find the change of \(P_t\) to first order, estimate the second-order term, and compare with the re-solved crossing. Discuss when \(P_t\) is badly determined.**

**Answer.** A constant added to \(E_B(V)\) moves no minimizing volume at given pressure. It adds \(\delta\) to \(H_B\), so the new transition pressure satisfies

\[
\Delta H\bigl(P_t(\delta)\bigr)+\delta=0 .
\]

Differentiating with respect to \(\delta\),

\[
-\Delta V\,\frac{dP_t}{d\delta}+1=0
\quad\Rightarrow\quad
\frac{dP_t}{d\delta}=\frac{1}{\Delta V(P_t)} .
\]

Raising phase B delays the transition to higher pressure. The volume difference is the one at the transition, \(18.3515-13.9359=4.416\) Å³ after rounding. For \(\delta=+10\) meV,

\[
\delta P_t\simeq\frac{0.010\ \text{eV}}{4.416\ \text{Å}^3}\times160.2177\ \frac{\text{GPa}}{\text{eV/Å}^3}=0.363\ \text{GPa}.
\]

The zero-pressure difference of 5 Å³ would give 0.320 GPa, which is too small.

For the second order, differentiate \(1/\Delta V(P_t)\) once more and use the slope of \(\Delta V\) from part (d):

\[
\frac{d^2P_t}{d\delta^2}
=-\frac{1}{\Delta V^2}\,\frac{d\,\Delta V}{dP}\,\frac{dP_t}{d\delta}
=\frac{1}{\Delta V^3}\left(\frac{V_A}{B_A}-\frac{V_B}{B_B}\right).
\]

At \(P_t\) the bulk moduli are \(B_A=141.07\) GPa and \(B_B=161.07\) GPa, so the bracket is

\[
\frac{18.3515}{141.07}-\frac{13.9359}{161.07}=0.0436\ \text{Å}^3/\text{GPa}.
\]

In matching units \(\delta=0.010\times160.2177=1.602\) GPa Å³. The second-order term is

\[
\frac{\delta^2}{2}\,\frac{d^2P_t}{d\delta^2}
=\frac{(1.602)^2}{2}\times\frac{0.0436}{(4.416)^3}\ \text{GPa}
\simeq 0.00065\ \text{GPa}.
\]

It has the same sign for both signs of \(\delta\), so the upward change is slightly the larger. Solving the shifted problems again gives:

- B raised by 10 meV: \(P_t=10.63\) GPa, a change of +0.3635 GPa.
- B lowered by 10 meV: \(P_t=9.90\) GPa, a change of −0.3622 GPa.

The linear formula is therefore sufficient here. If the 10 meV referred to a cell of two atoms, the shift per atom would be 5 meV and the first-order change would be halved.

The relative change follows from \(P_t=(E_{0,B}-E_{0,A})/\overline{\Delta V}\):

\[
\frac{\delta P_t}{P_t}\simeq\frac{\overline{\Delta V}}{\Delta V(P_t)}\;\frac{\delta}{E_{0,B}-E_{0,A}}
=\frac{4.68}{4.42}\times3.33\,\%\simeq3.5\,\% .
\]

The shift is 3.33 % of the energy difference between the two minima. It is that small difference, not the total energy of either phase, that sets the scale.

The absolute change \(\delta/\Delta V(P_t)\) is large when \(\Delta V(P_t)\) is small, because the enthalpy curves then cross at a small angle. The relative change is large when \(|\delta|\) is not small compared with \(E_{0,B}-E_{0,A}\), or when \(\Delta V(P_t)\) has fallen far below its mean \(\overline{\Delta V}\). The linear formula itself requires the ratio of the second-order to the first-order term to be small:

\[
\frac{|\delta|}{2\,\Delta V^2}\left|\frac{V_A}{B_A}-\frac{V_B}{B_B}\right|\ll1 .
\]

An energy error need not be constant in volume. Suppose \(E_i(V)\) is replaced by \(E_i(V)+s\,\varepsilon_i(V)\), with \(s\) a small parameter. Since \(E_i+PV\) is stationary at \(V_i\), the displacement of the minimum does not contribute at first order, and \(H_i\) changes by \(s\,\varepsilon_i(V_i)\). To first order,

\[
\delta P_t\simeq\frac{s\,[\varepsilon_B(V_B)-\varepsilon_A(V_A)]}{\Delta V(P_t)} .
\]

The error cancels to this order if it has the same value at both contact points, \(\varepsilon_A(V_A)=\varepsilon_B(V_B)\). Adding the same function of volume to both curves is in general not enough, because the contact volumes differ. The neglected zero-point energy, if small, enters in the same way, through its difference between the two contact points.

## (f) The crossing of the energy curves

**Find the volume between \(V_B\) and \(V_A\) at which \(E_A(V)=E_B(V)\). Does this point mark the pressure-induced transition?**

**Answer.** Solving \(E_A(V)=E_B(V)\) numerically gives \(V=16.171\) Å³, where both energies are 0.330 eV. The pressures there are

\[
P_A=25\left[\left(\frac{20}{16.171}\right)^4-1\right]\text{GPa}=33.5\ \text{GPa},
\]

\[
P_B=30\left[\left(\frac{15}{16.171}\right)^4-1\right]\text{GPa}=-7.8\ \text{GPa}.
\]

Phase A is strongly compressed and phase B is under tension. They cannot be in mechanical equilibrium with each other, so this point is not the transition. Equal energy at equal volume compares two single phases held at fixed volume; a transition under applied pressure requires equal enthalpy at equal pressure.

Even at this fixed volume, neither single phase is the state of lowest energy. The mixture of part (c) with the same mean volume has

\[
x=\frac{18.3515-16.171}{4.416}=0.494
\]

of its atoms in phase B, and its energy is

\[
E_{\text{mix}}=0.494\times0.332\ \text{eV}+0.506\times0.049\ \text{eV}=0.189\ \text{eV}.
\]

This is 0.141 eV per atom below the crossing of the curves, with interface energy neglected.

The calculation compares equilibrium enthalpies and contains no barrier between the structures. It fixes the pressure at which the two phases can coexist, but not the pressure at which a real sample begins to transform. The program accompanying this question checks the energy curves by direct integration and the transition pressure by numerical minimization and by a convex hull of sampled energies.

## Computed results

```
Model parameters, per atom; A = diamond, B = beta-tin structure
1 eV/A^3 in GPa: 160.2177
A: E0 = 0.00 eV, V0 = 20.0 A^3, B0 = 100 GPa, B' = 4
A: B0 V0/(B'-1) = 4.16101 eV
B: E0 = 0.30 eV, V0 = 15.0 A^3, B0 = 120 GPa, B' = 4
B: B0 V0/(B'-1) = 3.74491 eV
lower bound on V_A/V_B at equal pressure: 1.2739
Common tangent
contact volume V_A = 18.3515 A^3, V_B = 13.9359 A^3
contact energy E_A = 0.04904 eV, E_B = 0.33201 eV
P_t from tangent = 10.2672 GPa = 0.064083 eV/A^3
P_t from sampled convex hull = 10.2672 GPa
Enthalpy crossing
P =  0 GPa: H_A = 0.00000 eV, H_B = 0.30000 eV, H_B-H_A = +0.30000 eV
P =  5 GPa: H_A = 0.60972 eV, H_B = 0.75898 eV, H_B-H_A = +0.14926 eV
P = 10 GPa: H_A = 1.19442 eV, H_B = 1.20180 eV, H_B-H_A = +0.00737 eV
P = 15 GPa: H_A = 1.75854 eV, H_B = 1.63095 eV, H_B-H_A = -0.12759 eV
P_t from enthalpies = 10.2672 GPa
common enthalpy at P_t = 1.22506 eV
Newton iterate 0: P = 0.0000 GPa
Newton iterate 1: P = 9.6131 GPa
Newton iterate 2: P = 10.2650 GPa
Newton iterate 3: P = 10.2672 GPa
volume difference at P = 0: 5.0000 A^3
volume difference at P_t: 4.4157 A^3
mean volume difference from 0 to P_t: 4.6815 A^3
Sensitivity to an energy shift of phase B
shift = 10 meV
dP_t/d(shift) = 0.03628 GPa/meV
first-order change = 0.3628 GPa
same with zero-pressure volumes = 0.3204 GPa
bulk moduli at P_t: B_A = 141.07 GPa, B_B = 161.07 GPa
second-order term = 0.000649 GPa
B raised: P_t = 10.6307 GPa, change = +0.3635 GPa
B lowered: P_t = 9.9050 GPa, change = -0.3622 GPa
shift relative to E0_B-E0_A = 3.33 percent
first-order change relative to P_t = 3.53 percent
Crossing of the energy curves (not the transition)
volume = 16.1710 A^3, energy = 0.33025 eV
pressure of A there = 33.49 GPa, of B = -7.79 GPa
mixture at that volume: fraction of B = 0.4938, energy = 0.18878 eV
```
